# Waiting Times for Thermal Switching over 0.8 and 1.0 eV Barriers

## Problem

A ferroelectric memory stores a bit in the direction of its polarization. Consider one switching unit, a region whose polarization reverses as a whole. Its two polarization states are two wells of an energy landscape, separated by a barrier of height $E$. No field is applied. Heat alone can carry the unit over the barrier, and the stored direction is then lost.

The barrier is $E_1=0.8$ eV, the temperature is $T=300$ K and the prefactor is $\nu_0=10$ THz. How long does the unit wait, on average, before it switches? How does the answer change for $E_2=1.0$ eV?

Two times are involved here and must be kept apart. The attempt time $t_0=1/\nu_0$ is the duration of one oscillation in the well. It is 0.1 ps here and is the same for both barriers. The time that depends on the barrier is the mean waiting time $\tau$ until a successful attempt, and this is what we calculate.

The conventions are as follows.

- $E$ is the barrier of the whole unit, measured from the bottom of the well.
- $\nu_0$ counts cycles per second. If $10^{13}\ \mathrm{s^{-1}}$ were an angular frequency, the cycle frequency would be smaller by $2\pi$, and every waiting time longer by $2\pi$.
- The unit moves along one coordinate and obeys classical mechanics.
- The surroundings keep the well in thermal equilibrium, and each crossing of the barrier counts as a switch.
- $\tau$ refers to one-way escape. Return jumps are treated separately.

These are round model parameters, not properties of a particular material.

## First estimate by scaling

The available quantities are $\nu_0$, $E$ and the thermal energy $kT$. The mass and the width of the well enter through $\nu_0$. Because the motion is taken as classical and the well as equilibrated, neither Planck's constant nor the strength of the coupling to the surroundings enters. The only time scale is then $1/\nu_0$ and the only dimensionless ratio is $E/kT$, so

$$\tau=\frac{1}{\nu_0}\,f\!\left(\frac{E}{kT}\right).$$

The function $f$ is the typical number of attempts needed. A state at energy $E$ above the well bottom carries the Boltzmann weight $e^{-E/kT}$, so we expect $f\sim e^{E/kT}$. This argument does not fix a factor in front of the exponential. It could not exclude, for example, a factor $\sqrt{E/kT}$, which is between 5 and 6 for the first barrier.

For a calculation by hand take $kT\approx 1/40$ eV. Then $E_1/kT\approx 32$ and $E_2/kT\approx 40$. Since $e^x=10^{0.434x}$,

$$\tau_1\sim 10^{-13}\times10^{13.9}\ \mathrm{s}\approx 8\ \mathrm{s},\qquad
\tau_2\sim10^{-13}\times10^{17.4}\ \mathrm{s}\approx 2.5\times10^{4}\ \mathrm{s}.$$

The estimated ratio is $e^{8}\approx3\times10^3$. The first unit should thus forget its state in seconds and the second in hours. The exact solution of the model must settle the missing factor and the effect of rounding $kT$.

## Exact solution of the model

### Probability of success in one attempt

Let the well be harmonic up to an edge at $x_b$, where the potential energy equals $E$. Beyond the edge the unit falls into the other well. With mass $m$, momentum $p_x$ and $\omega=2\pi\nu_0$, the energy is

$$\varepsilon=\frac{p_x^2}{2m}+\frac{m\omega^2x^2}{2}.$$

A curve of constant $\varepsilon$ in the $(x,p_x)$ plane is an ellipse with semi-axes $\sqrt{2\varepsilon/(m\omega^2)}$ and $\sqrt{2m\varepsilon}$. Its area is

$$A(\varepsilon)=\pi\sqrt{\frac{2\varepsilon}{m\omega^2}}\sqrt{2m\varepsilon}
=\frac{2\pi\varepsilon}{\omega}=\frac{\varepsilon}{\nu_0}.$$

Equal energy intervals therefore cover equal phase-space areas, $dA=d\varepsilon/\nu_0$. In classical equilibrium each area element is weighted by $e^{-\varepsilon/kT}$. The constant $1/\nu_0$ cancels on normalization, and the probability of an energy above $E$ is

$$p=\frac{\int_E^\infty e^{-\varepsilon/kT}\,d\varepsilon}{\int_0^\infty e^{-\varepsilon/kT}\,d\varepsilon}
=\frac{kT\,e^{-E/kT}}{kT}=e^{-E/kT}.$$

An orbit with energy above $E$ has an amplitude larger than $x_b$ and passes the edge outward once per period. An orbit with less energy turns back before the edge. One period is therefore one attempt, and $p$ is its probability of success. No factor $\sqrt{E/kT}$ appears, because kinetic and potential energy together give a uniform density of states in energy. This holds for the equilibrium flux. If friction disturbs that flux, the prefactor does depend on the barrier: it grows as $\sqrt{E/kT}$ for strong friction at the sharp edge and as $E/kT$ for very weak friction, while the rate stays below the value found here.

The normalization includes the tail of the harmonic distribution beyond the edge. Its relative weight is at most $p$, which is negligible here.

### From attempts to a mean time

Take the attempts as independent. The first success comes at attempt $n$ if $n-1$ failures precede it, which has probability $p(1-p)^{n-1}$. To find the mean of $n$, set $q=1-p$ and differentiate the geometric series:

$$\sum_{n=0}^\infty q^n=\frac{1}{1-q}
\quad\Rightarrow\quad
\sum_{n=1}^\infty nq^{n-1}=\frac{1}{(1-q)^2}=\frac{1}{p^2}.$$

Multiplication by $p$ gives a mean of $1/p$ attempts. Each lasts $1/\nu_0$, hence

$$\boxed{\tau=\frac{1}{\nu_0p}=\frac{1}{\nu_0}\,e^{E/kT}}$$

The probability that no switch has happened by time $t$ is that of $\nu_0t$ failures in a row:

$$S(t)=(1-p)^{\nu_0t}=e^{\nu_0t\ln(1-p)}\approx e^{-\nu_0pt}=e^{-t/\tau}.$$

Here $\ln(1-p)=-p-p^2/2-\dots$ was cut after its first term, since $p$ is tiny. The fraction of many identical units that has switched at least once is $1-e^{-t/\tau}$. At $t=\tau$ this is 63 percent, so $\tau$ is not a time up to which the bit is safe.

### Numbers for the two barriers

At 300 K, $kT=0.025852$ eV. For the lower barrier

$$\frac{E_1}{kT}=\frac{0.8}{0.025852}=30.945,\qquad p_1=e^{-30.945}=3.64\times10^{-14},$$

$$\tau_1=\frac{1}{10^{13}\ \mathrm{s^{-1}}\times3.64\times10^{-14}}=2.75\ \mathrm{s}.$$

For the higher barrier

$$\frac{E_2}{kT}=\frac{1.0}{0.025852}=38.682,\qquad p_2=1.59\times10^{-17},$$

$$\tau_2=\frac{1}{10^{13}\ \mathrm{s^{-1}}\times1.59\times10^{-17}}=6.3\times10^3\ \mathrm{s}=1.75\ \mathrm{h}.$$

In the ratio the common prefactor cancels:

$$\frac{\tau_2}{\tau_1}=e^{(E_2-E_1)/kT}=e^{0.2/0.025852}=e^{7.736}\approx2290.$$

A barrier higher by one quarter makes the wait about 2300 times longer. What counts is the difference of the barriers in units of $kT$, not their quotient.

After 1 s, 30 percent of the units with the lower barrier have switched at least once, but only 0.016 percent of those with the higher one. For the latter $t\ll\tau$, and the fraction is close to $t/\tau_2$. For the former this linear form would give $1/2.75=36$ percent, which is too high because it ignores that the number of unswitched units shrinks.

### A smooth barrier

A real barrier has a rounded top, not a sharp edge. To see whether this matters, take the double well

$$U(x)=E\left(1-\frac{x^2}{a^2}\right)^2,$$

with minima at $x=\pm a$ and the barrier top at $x=0$. Two derivatives give

$$U'(x)=-\frac{4Ex}{a^2}\left(1-\frac{x^2}{a^2}\right),\qquad
U''(x)=-\frac{4E}{a^2}\left(1-\frac{3x^2}{a^2}\right),$$

so $U''(\pm a)=8E/a^2$. Small oscillations have frequency $\nu_0$ if $m\omega^2=8E/a^2$, that is, $1/a=\omega\sqrt{m/(8E)}$.

The escape rate $r$ is the equilibrium flux through the top toward the other well, divided by the population of the starting well. The velocity $v$ toward the other well contributes

$$\frac{\int_0^\infty v\,e^{-mv^2/2kT}dv}{\int_{-\infty}^\infty e^{-mv^2/2kT}dv}
=\frac{kT/m}{\sqrt{2\pi kT/m}}=\sqrt{\frac{kT}{2\pi m}}.$$

With $b=E/kT$ and $y=x/a$, the position contributes $e^{-b}/(aI)$, where

$$I=\int_0^\infty e^{-b(1-y^2)^2}dy.$$

Substitute $w=y^2-1$, so that $dy=dw/(2\sqrt{1+w})$. For large $b$ the integrand is concentrated near $w=0$. We may then expand $(1+w)^{-1/2}=1-w/2+3w^2/8-\dots$ and extend the lower limit from $-1$ to $-\infty$. The odd term vanishes, and the Gaussian average of $w^2$ is $1/(2b)$:

$$I\approx\frac12\int_{-\infty}^\infty e^{-bw^2}\left(1+\frac{3w^2}{8}\right)dw
=\frac12\sqrt{\frac{\pi}{b}}\left(1+\frac{3}{16b}\right).$$

Inserting $1/a$ turns the velocity factor into

$$\frac1a\sqrt{\frac{kT}{2\pi m}}=\omega\sqrt{\frac{m}{8E}}\sqrt{\frac{kT}{2\pi m}}=\frac{\omega}{4\sqrt{\pi b}},$$

and the mass cancels. The rate is

$$r=\frac{\omega}{4\sqrt{\pi b}}\,\frac{e^{-b}}{I}
\approx\frac{\omega}{2\pi}\,e^{-b}\left(1-\frac{3}{16b}\right)
=\nu_0e^{-E/kT}\left(1-\frac{3kT}{16E}\right).$$

The leading term is the previous result. Numerical integration without the expansion gives rates of 0.9938 and 0.9950 times the simple formula for the two barriers. In this potential the rate thus differs from the simple formula by less than one percent. The difference comes from the well, which is not exactly harmonic, and not from the rounding of the top. The flux depends on the height of the top, and the region near it holds too little thermal weight to affect $I$ noticeably. The correction is small because $E\gg kT$. When $kT$ becomes comparable with $E$, the expansion fails, and so does the picture of rare escapes from a well.

## Comparison of the estimate with the solution

The scaling form was right, and the undetermined factor is one for the harmonic well. Yet the estimates of 8 s and $2.5\times10^4$ s exceed the calculated values by factors of about 3 and 4. The main cause is the rounding of $kT$ from 0.02585 to 0.025 eV. It raised the exponents from 30.945 to 32 and from 38.682 to 40, and

$$e^{32-30.945}=e^{1.055}\approx2.9,\qquad e^{40-38.682}=e^{1.318}\approx3.7.$$

A 3 percent error in $kT$ has become a factor of 3 to 4 in time. If the barrier itself does not depend on temperature, a small change $\delta T$ changes the logarithm of $\tau$ by

$$\delta\ln\tau=\frac{d}{dT}\left(\frac{E}{kT}\right)\delta T=-\frac{E}{kT}\,\frac{\delta T}{T}.$$

The relative error of the temperature is multiplied by $E/kT$. Warming by 1 K at 300 K lowers $\ln\tau$ by 0.10 for the lower barrier and by 0.13 for the higher one, which shortens the wait by about 10 and 12 percent. In a real ferroelectric the barrier usually falls as the material is warmed towards its Curie temperature, and the wait then shortens more than this.

The ratio was estimated better, as $e^8\approx3000$ against 2290, because its exponent is smaller. The scaling estimate gives the right order of magnitude for the ratio and, in this example, separates seconds from hours. It cannot supply a leading digit.

## What the numbers mean for a memory

### Uncertainty of the barrier

An error $\delta E$ multiplies the waiting time by $e^{\delta E/kT}$. For 0.01 eV the factor is 1.47. A barrier known to 0.01 eV therefore gives $\tau$ to within about 50 percent, and the digits in 2.75 s follow from the given inputs, not from knowledge of a device. The prefactor matters less: doubling $\nu_0$ halves both times, as would lowering each barrier by $kT\ln2\approx0.018$ eV.

### Return jumps

At zero field the two wells are equivalent, and a switched unit can jump back. Let $N_A$ and $N_B$ be the fractions of many independent units in the two wells. Each well loses units at the rate $1/\tau$ and gains those lost by the other:

$$\frac{dN_A}{dt}=-\frac{N_A}{\tau}+\frac{N_B}{\tau},\qquad
\frac{dN_B}{dt}=\frac{N_A}{\tau}-\frac{N_B}{\tau}.$$

The polarization, in units of its saturation value, is $P=N_A-N_B$. Subtraction gives

$$\frac{dP}{dt}=-\frac{2}{\tau}(N_A-N_B)=-\frac{2P}{\tau},\qquad P(t)=P(0)\,e^{-2t/\tau}.$$

The factor 2 arises because each jump takes one unit from one side and adds it to the other. The polarization decays in 1.4 s for the lower barrier and in about 3100 s for the higher one. These times are half the waiting times, although each unit still waits $\tau$ on average between jumps.

### Many units

Suppose a capacitor holds $M$ independent units. The probability that none has switched is the product of the individual probabilities, $(e^{-t/\tau})^M=e^{-Mt/\tau}$, so the first switch comes after a mean time $\tau/M$. With about 2300 units of the 1.0 eV kind, the first switch somewhere in the capacitor is as early as the switch of a single 0.8 eV unit. This does not erase the bit if the units are independent, since one unit carries a small part of the polarization. If a first reversed region made its neighbours switch more easily, the units would no longer be independent and this model would not apply.

### The barrier needed for ten years

Solving $\nu_0\tau=e^{E/kT}$ for the barrier gives

$$E=kT\ln(\nu_0\tau).$$

Ten years are $3.16\times10^8$ s, so $\nu_0\tau=3.16\times10^{21}$, whose logarithm is 49.5. The barrier is $49.5\times0.025852=1.28$ eV. Both barriers of the problem are too low for such storage at zero field.

Even 1.28 eV makes ten years a mean, by which 63 percent of the units have switched at least once. If only a fraction $f\ll1$ may switch within the time $t$, then $f\approx t/\tau$ requires $\tau\approx t/f$, and the barrier must rise by $kT\ln(1/f)$. For $f=0.01$ this is $4.6\,kT\approx0.12$ eV, which brings the requirement to about 1.40 eV at 300 K. With the same prefactor, a warmer device needs more, since the required barrier grows in proportion to $T$. These values hold for identical units. In a real capacitor the barriers are spread, and the lowest ones are crossed first. For a Gaussian spread with a standard deviation of 0.05 eV the mean barrier needed for $f=0.01$ rises to about 1.44 eV, and for 0.1 eV to about 1.54 eV. A real capacitor may also contain a depolarizing field, which is left out here. It can lower the barrier for losing the bit, so the zero-field barrier then needs a further margin. The logarithm works in the designer's favour: a hundredfold longer wait costs about a tenth of the barrier.

## Where the classical model is strained

Classical motion in the well requires the vibrational quantum $h\nu_0$ to be small compared with $kT$. Here $h\nu_0=0.0414$ eV, and

$$\theta=\frac{h\nu_0}{kT}=1.60,$$

so the condition is not met. To see the consequence, write the classical rate as a flux counted in phase-space cells of area $h$, divided by the number $Q$ of thermally accessible cells in the well:

$$r=\frac{e^{-E/kT}}{Q}\int_0^\infty\frac{p_x}{m}\,e^{-p_x^2/2mkT}\,\frac{dp_x}{h}
=\frac{kT}{h}\,\frac{e^{-E/kT}}{Q}.$$

The classical value follows from $dA=d\varepsilon/\nu_0$:

$$Q_{\rm cl}=\frac{1}{h\nu_0}\int_0^\infty e^{-\varepsilon/kT}d\varepsilon=\frac{kT}{h\nu_0}=\frac1\theta,$$

which returns $r=\nu_0e^{-E/kT}$. For a quantized harmonic well the integral becomes a sum over the levels $(n+\tfrac12)h\nu_0$:

$$Q_{\rm qu}=\sum_{n=0}^\infty e^{-(n+1/2)\theta}
=\frac{e^{-\theta/2}}{1-e^{-\theta}}=\frac{1}{2\sinh(\theta/2)}.$$

If the motion across the top is still treated classically, the rate is multiplied by

$$\frac{Q_{\rm cl}}{Q_{\rm qu}}=\frac{2\sinh(\theta/2)}{\theta}=1.11.$$

It is the product of two opposing factors, $e^{\theta/2}=2.2$ and $(1-e^{-\theta})/\theta=0.50$. The first arises because the lowest level lies $h\nu_0/2$ above the well bottom, which leaves less energy to be supplied. The second arises because a sum over discrete levels replaces the integral over energy. The first slightly outweighs the second. The total factor tends to one for $\theta\to0$, as it must. The waiting times become 2.5 s and about 5700 s, and their ratio is unchanged because both wells have the same frequency. The correction is smaller than the effect of 0.01 eV in the barrier. It must not be added if $\nu_0$ is an effective prefactor obtained from measured rates, which already contains it.

Tunnelling through the barrier is left out. It would open a further path and shorten the wait, by an amount that depends on the shape of the barrier, which the problem does not specify. Just below a sharp edge the barrier can be thin, and at this value of $\theta$ tunnelling may then far exceed the classical flux. For two such parabolas meeting in a cusp, it raises the flux by factors of roughly 30 and 60 for the two barriers, so that the ratio of the waiting times changes as well. The corrected times above therefore presuppose a smooth top. For the smooth double well above, the effect can be estimated. The curvature at the top has half the magnitude of that at the minima, so $\nu_0$ fixes it, and the leading tunnelling correction multiplies the rate by $1+\theta^2/48\approx1.05$.

Two classical effects act the other way. If the unit exchanges energy strongly with its surroundings near the top, it may cross and return at once, so that not every crossing is a switch. If it exchanges energy too weakly, the orbits above $E$ are emptied faster than heat refills them, and the equilibrium probability $p$ is not reached. Within classical mechanics, $\nu_0e^{-E/kT}$ is therefore an upper estimate of the rate for the harmonic well, and $\tau$ a lower estimate of the waiting time. The numerical output lists the quantum factor and the waiting times corrected with it, but not the effects of tunnelling or of the coupling to the surroundings.

## Table of computed values

```
Temperature: 300 K
Attempt frequency: 10 THz
Thermal energy kT: 0.025852 eV
Attempt time 1/nu0: 0.1 ps
--- Barrier 0.8 eV ---
Exponent E/kT: 30.945 (no unit)
Success probability per attempt: 3.636e-14 (no unit)
Mean waiting time: 2.75 s
Fraction switched at least once after 1 s: 3.048e-01 (no unit)
Polarization decay time with return jumps: 1.375 s
Smooth-barrier rate / simple rate: 0.9938 (no unit)
--- Barrier 1.0 eV ---
Exponent E/kT: 38.682 (no unit)
Success probability per attempt: 1.588e-17 (no unit)
Mean waiting time: 6299 s
Fraction switched at least once after 1 s: 1.587e-04 (no unit)
Polarization decay time with return jumps: 3149 s
Smooth-barrier rate / simple rate: 0.9950 (no unit)
--- Comparison and limits ---
Longer waiting time in hours: 1.750 h
Ratio of waiting times: 2290.1 (no unit)
Factor in time per 0.01 eV of barrier: 1.472 (no unit)
Barrier for a mean waiting time of 10 years: 1.280 eV
Vibrational quantum h nu0: 0.04136 eV
Ratio h nu0 / kT: 1.600 (no unit)
Quantum-well factor on the rate: 1.110 (no unit)
Waiting time with quantum well, 0.8 eV: 2.478 s
Waiting time with quantum well, 1.0 eV: 5674 s
```
